# Charge noise of a floating gate in a plasma: variance kTe/C, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The linear law

### A case that can be seen through

An isolated metal gate of capacitance $C$ faces a plasma. Positive ions land on it one at a time, at random, with mean rate $a$. Each raises the charge by $e$, where $e>0$ is the elementary charge. Electrons also land one at a time, and each lowers the charge by $e$. The electrons are repelled by a negative gate, so they arrive faster when the gate is less negative. At one charge, the floating charge, the two rates are equal.

Let $m$ be the number of elementary charges by which the gate exceeds its floating charge. Suppose for the moment that the electron rate is a straight line in $m$,

$$b(m)=a(1+\varepsilon m),$$

with a small positive number $\varepsilon$. Write $M=1/\varepsilon$ and count charges from a shifted zero, $n=m+M$. Then

$$b=a\varepsilon\left(m+\frac1\varepsilon\right)=\frac{a}{M}\,n .$$

Let the shift be such that $n$ runs through $0,1,2,\dots$. The gate now behaves like a room that people enter at a constant rate $a$ and that each person present leaves with the same probability $a/M$ per unit time.

In the steady state the flow from $n$ to $n+1$ equals the flow back. Otherwise the total probability of the states $0,\dots,n$ would change. With $P(n)$ the probability of $n$,

$$aP(n)=\frac{a}{M}(n+1)P(n+1),\qquad\text{so}\qquad P(n+1)=\frac{M}{n+1}P(n).$$

Repeated use from $n=0$ and normalization give the Poisson distribution $P(n)=e^{-M}M^n/n!$. In the sum for $\langle n\rangle$ one factor of the factorial cancels, which leaves $\langle n\rangle=M$. In the sum for $\langle n(n-1)\rangle$ two factors cancel, which leaves $M^2$. Therefore

$$\langle n^2\rangle-\langle n\rangle^2=M^2+M-M^2=M=\frac1\varepsilon .$$

The arrival rate $a$ has dropped out. The variance is fixed by how strongly the electron rate responds to one extra charge. One extra charge changes the voltage by $e/C$. If the electron current changes by a factor $\exp(1)$ over a voltage $kT_e/e$, its fractional change per charge is

$$\varepsilon=\frac{e/C}{kT_e/e}=\frac{e^2}{C\,kT_e}.$$

The voltage variance is then $(e/C)^2/\varepsilon=kT_e/C$. It remains to justify the electron law, to find the time scale, and to see what happens when the straight line is replaced by the true curve.

### Setting and assumptions

The potential $V$ of the gate is measured from the sheath edge, the boundary between the nearly neutral plasma and the positively charged layer at the wall. In operation $V<0$. The symbol $k$ is Boltzmann's constant, $T_e$ the electron temperature, $m_e$ the electron mass and $M_i$ the ion mass. Both currents are written as positive magnitudes: $I$ for ions and $I_e(V)$ for electrons. The net current charging the gate is $I-I_e$.

**A1.** Ions are singly charged and arrive as a Poisson stream of mean current $I=ea$, independent of $V$.

**A2.** Electrons arrive singly. Given the present value of $V$, their arrivals are independent, with mean current $I_e(V)=I_s\exp(eV/kT_e)$, where $I_s$ is a constant.

**A3.** The surroundings of the gate are electrically quiet, and $C$ is the total capacitance from the gate to them. Adding a charge $e$ changes $V$ by $e/C$.

**A4.** The plasma is steady. No charge leaks through the oxide, and no electrons are emitted by the gate.

**A5.** The charging parameter $\varepsilon=e^2/(C\,kT_e)$ is much smaller than one.

Assumption A2 rests on the following calculation for a plane wall.

**Lemma 1 (retarded electron flux).** Let the electrons at the sheath edge have density $n_s$ and a Maxwellian velocity distribution, and let them move without collisions through a potential that falls monotonically to $V<0$ at a plane wall. The flux to the wall is

$$\Gamma_e=n_s\sqrt{\frac{kT_e}{2\pi m_e}}\;e^{eV/kT_e}.$$

*Proof.* Let $v$ be the velocity component towards the wall. An electron reaches the wall if its kinetic energy in this component exceeds the barrier, $\tfrac12 m_ev^2>-eV$. The smallest sufficient velocity is $v_0=\sqrt{-2eV/m_e}$. Each velocity class contributes its density times $v$, so

$$\Gamma_e=n_s\sqrt{\frac{m_e}{2\pi kT_e}}\int_{v_0}^{\infty}v\,e^{-m_ev^2/2kT_e}\,dv .$$

The integrand is the derivative of $-(kT_e/m_e)e^{-m_ev^2/2kT_e}$. The integral is therefore $(kT_e/m_e)e^{-m_ev_0^2/2kT_e}$, and $m_ev_0^2/2=-eV$. Multiplying the prefactors,

$$\sqrt{\frac{m_e}{2\pi kT_e}}\,\frac{kT_e}{m_e}=\sqrt{\frac{kT_e}{2\pi m_e}},$$

which gives the result. $\square$

The lemma takes the distribution at the sheath edge as a full Maxwellian. Electrons lost to the wall are missing from the part that returns, but when the barrier is several $kT_e/e$ high they are a small part. The exponential law ends where the barrier ends. For $V>0$ nothing is retarded, and the plane-wall current saturates.

**Lemma 2 (floating potential).** If the ions cross the sheath edge with density $n_s$ and the Bohm speed $c_s=\sqrt{kT_e/M_i}$, the net current vanishes at

$$V_f=-\frac{kT_e}{2e}\ln\frac{M_i}{2\pi m_e}.$$

*Proof.* The ion flux is conserved across the sheath, so it equals $n_sc_s$ at the wall. Setting it equal to the electron flux of Lemma 1 and cancelling $n_s$,

$$\sqrt{\frac{kT_e}{M_i}}=\sqrt{\frac{kT_e}{2\pi m_e}}\,e^{eV_f/kT_e}.$$

Dividing by the prefactor on the right gives $e^{eV_f/kT_e}=\sqrt{2\pi m_e/M_i}$. The logarithm of this is $eV_f/kT_e=-\tfrac12\ln(M_i/2\pi m_e)$. $\square$

The Bohm speed belongs to the model of a collisionless sheath with cold ions. The variance derived below needs the existence of a retarding floating potential, but not this particular value.

### From single charges to moments

Write $V=V_f+u$. The excess charge number is $m=Cu/e$. Its possible values are spaced by one, but they need not be integers, since the floating charge need not be a whole number of elementary charges. Since $I_e(V_f)=I$, assumption A2 gives

$$I_e(V)=I\,e^{eu/kT_e},\qquad b(m)=a\,e^{\varepsilon m},$$

because $eu/kT_e=e^2m/(C\,kT_e)=\varepsilon m$. The probability $P(m,t)$ gains from the two neighbouring states and loses to them:

$$\frac{dP(m)}{dt}=aP(m-1)+b(m+1)P(m+1)-[a+b(m)]P(m).$$

**Lemma 3 (moments).** Let $\mu=\langle m\rangle$ and $w=\langle m^2\rangle-\mu^2$. For any electron rate $b(m)$ for which the averages exist,

$$\dot\mu=a-\langle b\rangle,\qquad \dot w=a+\langle b\rangle-2\big(\langle mb\rangle-\mu\langle b\rangle\big).$$

*Proof.* An ion event changes $m$ by $+1$ and $m^2$ by $(m+1)^2-m^2=2m+1$. An electron event changes $m$ by $-1$ and $m^2$ by $(m-1)^2-m^2=1-2m$. Multiplying each change by the rate of its event and averaging,

$$\dot\mu=a-\langle b\rangle,\qquad \frac{d\langle m^2\rangle}{dt}=2a\mu+a+\langle b\rangle-2\langle mb\rangle .$$

The variance obeys $\dot w=d\langle m^2\rangle/dt-2\mu\dot\mu$, and $2\mu\dot\mu=2a\mu-2\mu\langle b\rangle$. On subtraction the terms $2a\mu$ cancel and the stated form remains. $\square$

The terms have plain meanings. Each stream of single charges adds randomness at its own rate, so the noise terms $a$ and $\langle b\rangle$ add even though the mean currents oppose each other. The covariance removes variance: a gate that happens to be too positive collects more electrons.

### The theorem

**Theorem.** Under A1 to A5, let the electron current be linearized about $V_f$. Then:

1. the mean deviation decays as $\langle u\rangle=\langle u\rangle_0\,e^{-t/\tau}$, with

$$\tau=\frac{C\,kT_e}{eI};$$

2. the stationary voltage variance is

$$\langle u^2\rangle=\frac{kT_e}{C};$$

3. from a sharp start at the floating charge, the variance grows as $(kT_e/C)\,(1-e^{-2t/\tau})$.

*Proof.* To first order in $\varepsilon m$, $b(m)=a(1+\varepsilon m)$. The averages in Lemma 3 become

$$\langle b\rangle=a(1+\varepsilon\mu),\qquad \langle mb\rangle-\mu\langle b\rangle=a\mu+a\varepsilon\langle m^2\rangle-a\mu-a\varepsilon\mu^2=a\varepsilon w .$$

The moment equations are then

$$\dot\mu=-a\varepsilon\mu,\qquad \dot w=2a+a\varepsilon\mu-2a\varepsilon w .$$

The first has the solution $\mu=\mu_0e^{-a\varepsilon t}$. The decay rate is

$$a\varepsilon=\frac Ie\,\frac{e^2}{C\,kT_e}=\frac{eI}{C\,kT_e}=\frac1\tau,$$

which proves part 1, since $u=em/C$.

In the steady state $\dot\mu=0$ requires $\mu=0$. Then $\dot w=0$ requires $2a=2a\varepsilon w$, so $w=1/\varepsilon$. Converting from charge number to voltage,

$$\langle u^2\rangle=\left(\frac eC\right)^2w=\frac{e^2}{C^2}\,\frac{C\,kT_e}{e^2}=\frac{kT_e}{C}.$$

This is part 2. For part 3 the start is $\mu_0=0$ and $w(0)=0$. Then $\mu$ stays zero, and $\dot w=-(2/\tau)(w-1/\varepsilon)$, because $2a=(2/\tau)(1/\varepsilon)$. The difference $w-1/\varepsilon$ decays exponentially from $-1/\varepsilon$. Hence $w=(1/\varepsilon)(1-e^{-2t/\tau})$, and the factor $(e/C)^2$ converts it to voltage. $\square$

The linearization is consistent when $\varepsilon m$ is small for the values of $m$ that occur. The typical value is $\varepsilon\sqrt w=\sqrt\varepsilon$, which is small by A5. In terms of voltage, the rms fluctuation must be small compared with $kT_e/e$.

### Remarks on the result

**Remark 1 (where the ion current went).** A larger $I$ brings more randomness per second, because the noise term is $2a$. It also pulls the voltage back faster, because the electron current at the floating point equals the ion current and its slope is

$$G=\left.\frac{dI_e}{dV}\right|_{V_f}=\frac{eI}{kT_e}.$$

Noise and restoring conductance are both proportional to $I$, so their ratio is not. The ion current decides how soon the steady state is reached, and the electron temperature decides how wide it is.

**Remark 2 (the share of the ions).** The ion temperature is absent, but the ions are not passive. Suppose that the ion current were a smooth flow without grain. The term $a$ would vanish from the noise in $\dot w$, while the restoring term would stay the same. The steady state would then obey $a=2a\varepsilon w$, and the voltage variance would be $kT_e/2C$. Half of the variance therefore comes from the discreteness of the ions and half from that of the electrons. The ions contribute through their charge and their random arrival, not through the spread of their energies.

**Remark 3 (a warm resistor).** The same result follows from the noise spectrum. In a time $t$ a Poisson stream of rate $a$ delivers a charge of variance $e^2at=eIt$. A white current noise of one-sided spectral density $S$ delivers a charge of variance $St/2$. Hence $S=2eI$ for each stream and $4eI$ for both. The gate responds to a current at frequency $f$ through the admittance $G+2\pi ifC$, so

$$\langle u^2\rangle=\int_0^\infty\frac{4eI\,df}{G^2+(2\pi fC)^2}=\frac{4eI}{4GC}=\frac{eI}{GC}=\frac{kT_e}{C}.$$

The integral was done with $z=2\pi fC/G$. This gives $df=G\,dz/(2\pi C)$ and $\int_0^\infty dz/(1+z^2)=\pi/2$, so the integral of $1/[G^2+(2\pi fC)^2]$ is $1/(4GC)$. Since $I=GkT_e/e$, the noise density $4eI$ equals $4kT_eG$, the Johnson noise of a resistor $R=1/G=kT_e/(eI)$ at the electron temperature.

The likeness does not make the gate an equilibrium system. In equilibrium each process is balanced by its own reverse. Here the arrival of an ion is balanced by the arrival of an electron, which is a different process, and the plasma must be supplied with power to keep both currents flowing. The thermal form arises because the electron current has the logarithmic slope $e/kT_e$ and because both streams consist of single charges. Part II shows how the variance changes when either property is lost.

**Remark 4 (changing the ion current alone).** Hold $C$, $T_e$ and $I_s$ fixed and triple $I$. The new floating potential must satisfy $I_s e^{eV_f'/kT_e}=3I$, so it lies higher by $(kT_e/e)\ln3$. At $T_e=3$ eV this is 3.296 V. The variance should not change, provided that the new potential is still retarding. A numerical solution of the master equation with the full exponential rate, for the gate of Part II, gives a ratio of the two variances of 1.000000.

## Part II. Validity, extensions and a gate on thin oxide

### Symbols and results carried over

The gate has capacitance $C$ and potential $V=V_f+u$, where $V_f$ is the floating potential measured from the sheath edge. The excess charge number is $m=Cu/e$. Ions of current $I$ arrive at rate $a=I/e$, and electrons at rate $a\,e^{\varepsilon m}$, with $\varepsilon=e^2/(C\,kT_e)$. Linearization gave the number variance $1/\varepsilon$, the voltage variance $kT_e/C$ and the relaxation time $\tau=C\,kT_e/(eI)=1/(a\varepsilon)$. The restoring conductance is $G=eI/kT_e$.

### The full exponential rate

**Proposition 1 (stationary distribution).** With the rates $a$ and $a\,e^{\varepsilon m}$, extended to all $m$, the stationary distribution is

$$P(m)\propto\exp\left[-\frac{\varepsilon}{2}m(m+1)\right]\propto\exp\left[-\frac\varepsilon2\left(m+\frac12\right)^2\right].$$

*Proof.* A normalizable steady state has no net flow between neighbours, so $aP(m)=a\,e^{\varepsilon(m+1)}P(m+1)$. The proposed form satisfies this, because

$$(m+1)(m+2)-m(m+1)=2(m+1),$$

and hence $P(m+1)/P(m)=e^{-\varepsilon(m+1)}$. The second form follows from $m(m+1)=(m+\tfrac12)^2-\tfrac14$. $\square$

This is a Gaussian sampled at points one unit apart. To find its variance, put $y=m+\tfrac12$, let the values of $y$ be the integers shifted by $c$, and define $Z(\theta)=\sum_y e^{-\varepsilon y^2/2+\theta y}$. The second derivative of $\ln Z$ at $\theta=0$ is the variance. Poisson's summation formula turns the sum over $y$ into a sum of Fourier integrals, labelled by an integer $j$:

$$Z(\theta)=\sqrt{\frac{2\pi}{\varepsilon}}\sum_j e^{2\pi ijc}\exp\left[\frac{(\theta-2\pi ij)^2}{2\varepsilon}\right].$$

The term $j=0$ gives $\ln Z=\theta^2/2\varepsilon$ plus a constant, so the mean of $y$ is zero and the variance is $1/\varepsilon$. The terms $j=\pm1$ multiply $Z$ by $1+2e^{-2\pi^2/\varepsilon}\cos[2\pi(c-\theta/\varepsilon)]$. To first order in the small exponential, the number variance is

$$w=\frac1\varepsilon-\frac{8\pi^2}{\varepsilon^2}\,e^{-2\pi^2/\varepsilon}\cos2\pi c .$$

Thus the curvature of the electron law does not spoil the variance. It moves the mean by half a charge, to $\langle m\rangle=-\tfrac12$, apart from terms of the same exponential smallness. At $\varepsilon=1$ the relative correction to the variance is at most about $2\times10^{-7}$ for rates extended to all $m$. The real electron current saturates at $V>0$. For argon, with a barrier of $4.68\,kT_e$, this raises the correction at $\varepsilon=1$ to the order of $10^{-6}$.

For small $\varepsilon$ the gate voltage has variance $kT_e/C$, whatever the ion current, and the full exponential electron rate leaves this almost unchanged while moving the mean by half a charge. It remains to see where the law fails, how it changes for other charges and current laws, and what it gives for a gate on thin oxide.
